# The D-PCM Integral Equation and the Total Apparent Surface Charge: a numerical check

```python
# Result under test (Gaussian atomic units). Cavity surface Gamma, outward normal n,
# permittivity 1 inside and eps outside, solute vacuum potential V_rho, surface charge sigma:
#   [2 pi (eps+1)/(eps-1) - Dstar] sigma = dV_rho/dn,
#   (Dstar sigma)(s) = int d/dn_s (1/|s-s'|) sigma(s') ds',
#   Q_sigma = int sigma ds = -(1 - 1/eps) Q_in   (Q_in = charge enclosed by Gamma).
# Surfaces of revolution are maps of the unit sphere u, mu = u_z: X = (f ux, f uy, g).
# JN = n dS/dOmega, tau = sigma dS/dOmega is expanded in Legendre polynomials P_l(mu).
# No sum rule is built into the discretization of Dstar.
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg, Polynomial as Poly
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

lib.num_threads(1)
pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]
L, NPHI = 48, 112
mu_t, w_t = leg.leggauss(L)
u_t = np.stack([np.sqrt(1 - mu_t**2), 0 * mu_t, mu_t], axis=1)
vander = leg.legvander(mu_t, L - 1)
project = (np.arange(L)[:, None] + 0.5) * (vander * w_t[:, None]).T  # values -> coefficients

def gauss(n, a, b):
    x, w = leg.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2

smooth_rule = gauss(96, 0.0, pi)
edges = [0.0] + [pi * 2.0**(-k) for k in range(16, -1, -1)]
panels = [gauss(28, a, b) for a, b in zip(edges[:-1], edges[1:])]
graded_rule = (np.concatenate([p[0] for p in panels]), np.concatenate([p[1] for p in panels]))

def unit(mu):
    return np.array([np.sqrt(1 - mu * mu), 0.0, mu])

def polar_grid(mu0, rule):
    th, wth = rule
    u0 = unit(mu0)
    e1, e2 = np.array([mu0, 0.0, -u0[0]]), np.array([0.0, 1.0, 0.0])
    ph = 2 * pi * (np.arange(NPHI) + 0.5) / NPHI
    ring = np.cos(ph)[:, None] * e1 + np.sin(ph)[:, None] * e2
    u = np.cos(th)[:, None, None] * u0 + np.sin(th)[:, None, None] * ring[None]
    return u.reshape(-1, 3), np.repeat(wth * np.sin(th) * 2 * pi / NPHI, NPHI)

class Surface:
    def __init__(self, f, g):
        self.f, self.g, self.fp, self.gp = f, g, f.deriv(), g.deriv()
        self.X, self.JN = self.geom(u_t)
        self.T = project @ np.array([self.dstar_row(m) for m in mu_t])  # Dstar acting on tau
    def geom(self, u):
        mu = u[..., 2]
        f, gp = self.f(mu), self.gp(mu)
        X = np.stack([f * u[..., 0], f * u[..., 1], self.g(mu)], axis=-1)
        N = np.stack([gp * u[..., 0], gp * u[..., 1], f * mu - self.fp(mu) * (1 - mu**2)], axis=-1)
        return X, np.asarray(f)[..., None] * N
    def dstar_row(self, mu0):
        x0, jn0 = self.geom(unit(mu0))
        u, w = polar_grid(mu0, smooth_rule)
        d = x0 - self.geom(u)[0]
        kern = -(d @ jn0) / np.linalg.norm(d, axis=1)**3
        return (w * kern) @ leg.legvander(u[:, 2], L - 1)
    def solve(self, eps, grad_v):
        rhs = project @ np.sum(self.JN * grad_v, axis=1)
        return np.linalg.solve(2 * pi * (eps + 1) / (eps - 1) * np.eye(L) - self.T, rhs)
    def side_limit(self, coef, mu0, side, charges=()):
        # one-sided limit of dV/dn from points off the surface (side -1 inside, +1 outside)
        x0, jn0 = self.geom(unit(mu0))
        n = jn0 / np.linalg.norm(jn0)
        u, w = polar_grid(mu0, graded_rule)
        X, wt = self.geom(u)[0], w * leg.legval(u[:, 2], coef)
        def at(h):
            p = x0 + side * h * n
            d = p - X
            return -np.sum(wt * (d @ n) / np.linalg.norm(d, axis=1)**3) + grad_points(charges, p) @ n
        return 2 * at(1e-3) - at(2e-3)  # leftover error is of order h^2, about 1e-6 relative

def grad_points(charges, X):
    out = np.zeros_like(X)
    for q, z in charges:
        d = X - np.array([0.0, 0.0, z])
        out -= q * d / np.linalg.norm(d, axis=-1, keepdims=True)**3
    return out

# ---- sphere: kernel and eigenvalues
sphere = Surface(Poly([1.0]), Poly([0.0, 1.0]))
s1, s2 = 2.5 * unit(0.3), 2.5 * np.array([0.0, 0.6, -0.8])
dist = np.linalg.norm(s1 - s2)
assert abs(-(unit(0.3) @ (s1 - s2)) / dist**3 + 1 / (2 * 2.5 * dist)) < 1e-14
assert np.abs(sphere.T - np.diag(-2 * pi / (2 * np.arange(L) + 1))).max() < 1e-8
print("sphere Dstar eigenvalues l=0,1,2: %.6f %.6f %.6f" % tuple(np.diag(sphere.T)[:3]))

# ---- non-convex surface r(mu) = 3 (1 + 0.35 P2 + 0.1 P3) bohr
rad = 3.0 * (1 + 0.35 * Poly([-0.5, 0, 1.5]) + 0.1 * Poly([0, -1.5, 0, 2.5]))
assert rad(0.0)**2 + 2 * rad.deriv()(0.0)**2 - rad(0.0) * rad.deriv(2)(0.0) < 0
peanut = Surface(rad, rad * Poly([0.0, 1.0]))
print("peanut r = 3(1+0.35P2+0.1P3): top %.4f waist %.4f bottom %.4f bohr" % (rad(1.0), rad(0.0), rad(-1.0)))
mu0 = 0.3
x0, jn0 = peanut.geom(unit(mu0))
J0 = np.linalg.norm(jn0)
trial = np.zeros(L)
trial[:4] = [0.3, -0.2, 0.5, 0.1]
sig0, dst0 = leg.legval(mu0, trial) / J0, peanut.dstar_row(mu0) @ trial / J0
lim_in, lim_out = peanut.side_limit(trial, mu0, -1), peanut.side_limit(trial, mu0, +1)
scale = abs(lim_in) + abs(lim_out)
assert abs(lim_in - (dst0 + 2 * pi * sig0)) < 2e-5 * scale
assert abs(lim_out - (dst0 - 2 * pi * sig0)) < 2e-5 * scale
print("jump test mu=%.1f, trial tau_l = 0.3 -0.2 0.5 0.1 e/sr: sigma %.6f e/bohr^2" % (mu0, sig0))
print("  dV/dn in %.6f, Dstar+2pi sigma %.6f a.u." % (lim_in, dst0 + 2 * pi * sig0))
print("  dV/dn out %.6f, Dstar-2pi sigma %.6f a.u." % (lim_out, dst0 - 2 * pi * sig0))
u, w = polar_grid(mu0, smooth_rule)
Xq, JNq = peanut.geom(u)
for name, p, target in (("inside", np.array([0.8, 0.3, 0.5]), -4 * pi), ("on", x0, -2 * pi),
                        ("outside", np.array([0.0, 0.0, 8.0]), 0.0)):
    d = Xq - p
    flux = -np.sum(w * np.sum(JNq * d, axis=1) / np.linalg.norm(d, axis=1)**3)
    assert abs(flux - target) < 1e-8
    print("Gauss integral / pi, point %s: %.8f" % (name, round(flux / pi, 8) + 0.0))
assert abs(peanut.T[0, 0] + 2 * pi) < 1e-8 and np.abs(peanut.T[0, 1:12]).max() < 1e-8
eig = np.sort(np.linalg.eigvals(peanut.T).real)
assert abs(eig[0] + 2 * pi) < 1e-6 and eig[1] > -2 * pi + 0.1 and eig[-1] < 2 * pi - 0.1
print("peanut Dstar eigenvalues / 2pi: lowest %.6f next %.6f highest %.6f" % tuple(eig[[0, 1, -1]] / (2 * pi)))
inner, outer = [(1.0, 0.5), (-0.4, -1.5)], (0.7, 8.0)
q_in = sum(q for q, z in inner)
print("charges (e, z/bohr): inner %s outer %s, Q_in %.2f e" % (inner, outer, q_in))
for eps in (2.0, 80.0):
    c_in = peanut.solve(eps, grad_points(inner, peanut.X))
    c_bare = peanut.solve(eps, grad_points(inner + [outer], peanut.X))
    c_true = peanut.solve(eps, grad_points(inner + [(outer[0] / eps, outer[1])], peanut.X))
    for c in (c_in, c_bare, c_true):
        assert abs(4 * pi * c[0] + (1 - 1 / eps) * q_in) < 1e-8
    assert np.abs(c_bare - c_true).max() > 1e-3
    for m in (-0.7, 0.0, 0.6):
        a, b = peanut.side_limit(c_in, m, -1, inner), peanut.side_limit(c_in, m, +1, inner)
        assert abs(a - eps * b) < 2e-5 * max(abs(a), 0.05)
    print("eps %.0f: Q_sigma inner %.8f, +outer q %.8f, +outer q/eps %.8f e"
          % (eps, 4 * pi * c_in[0], 4 * pi * c_bare[0], 4 * pi * c_true[0]))
    print("  tau at top: outer q %.6f, outer q/eps %.6f e/sr; field ratio in/out at mu=0.6 %.4f"
          % (c_bare.sum(), c_true.sum(), a / b))

# ---- prolate spheroid against separation of variables
ax, bx, z0 = 4.5, 3.0, 1.5
spheroid = Surface(Poly([bx]), Poly([0.0, ax]))
mp.mp.dps = 100
foc = mp.sqrt(mp.mpf(ax)**2 - mp.mpf(bx)**2)
xi = ax / foc
P, Q = [mp.mpf(1), xi], [mp.log((xi + 1) / (xi - 1)) / 2]
Q.append(xi * Q[0] - 1)
for l in range(1, L):
    P.append(((2 * l + 1) * xi * P[l] - l * P[l - 1]) / (l + 1))
    Q.append(((2 * l + 1) * xi * Q[l] - l * Q[l - 1]) / (l + 1))
dP = [mp.mpf(0)] + [l * (xi * P[l] - P[l - 1]) / (xi**2 - 1) for l in range(1, L)]
dQ = [-1 / (xi**2 - 1)] + [l * (xi * Q[l] - Q[l - 1]) / (xi**2 - 1) for l in range(1, L)]
p_eta0 = [mp.legendre(l, z0 / foc) for l in range(L)]
g = [(2 * l + 1) * p_eta0[l] / foc for l in range(L)]
dist0 = np.linalg.norm(spheroid.X - np.array([0, 0, z0]), axis=1)
assert np.abs(vander @ np.array([float(g[l] * Q[l]) for l in range(L)]) - 1 / dist0).max() < 1e-12
print("spheroid a %.1f b %.1f bohr, charge 1 e at z %.1f bohr" % (ax, bx, z0))
for eps in (2.0, 80.0):
    A = [g[l] * Q[l] * dQ[l] * (eps - 1) / (dP[l] * Q[l] - eps * P[l] * dQ[l]) for l in range(L)]
    B = [g[l] + A[l] * P[l] / Q[l] for l in range(L)]
    tau_exact = np.array([float(foc * (xi**2 - 1) / (4 * mp.pi) * (g[l] * dQ[l] + A[l] * dP[l] - B[l] * dQ[l]))
                          for l in range(L)])
    c = spheroid.solve(eps, grad_points([(1.0, z0)], spheroid.X))
    e_exact = float(sum(A[l] * p_eta0[l] for l in range(L)) / 2)
    e_num = pi * np.sum(w_t * (vander @ c) / dist0)
    assert np.abs(c - tau_exact).max() < 1e-9 and abs(e_num - e_exact) < 1e-9
    print("eps %.0f: Q_sigma %.8f e, G D-PCM %.8f, G series %.8f hartree" % (eps, 4 * pi * c[0], e_num, e_exact))

# ---- worked example: O- anion, frozen UHF density, spherical cavity
mol = gto.M(atom='O 0 0 0', basis='aug-cc-pvtz', charge=-1, spin=1, symmetry='D2h', verbose=0)
mf = scf.UHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-10
mf.irrep_nelec = {'Ag': (2, 2), 'B1u': (1, 0), 'B2u': (1, 1), 'B3u': (1, 1)}
mf.kernel()
assert mf.converged
dm = np.asarray(mf.make_rdm1()).sum(axis=0)
Z, n_el = 8.0, float(np.sum(dm * mol.intor('int1e_ovlp')))
q_tot = Z - n_el

def density(pts):
    ao = mol.eval_gto('GTOval_sph', pts)
    return np.sum((ao @ dm) * ao, axis=1)

def potential(p):
    with mol.with_rinv_origin(p):
        return Z / np.linalg.norm(p) - np.sum(dm * mol.intor('int1e_rinv'))

def gradient(p):
    with mol.with_rinv_origin(p):
        el = -2 * np.einsum('xij,ij->x', mol.intor('int1e_iprinv'), dm)
    return el - Z * p / np.linalg.norm(p)**3

nx, ny, nxy, nz = density(2.0 * np.array([[1, 0, 0], [0, 1, 0], [0.6, 0.8, 0], [0, 0, 1.0]]))
assert abs(nx - ny) < 1e-6 * nx and abs(nx - nxy) < 1e-6 * nx and nz < nx
nn = unit(0.4)
fd = (potential(3.501 * nn) - potential(3.499 * nn)) / 0.002
assert abs(fd - gradient(3.5 * nn) @ nn) < 1e-6
eps = 80.0
screen = 1 - 1 / eps
print("O- UHF/aug-cc-pVTZ: E %.6f hartree, electrons %.6f, Q_total %.6f e" % (mf.e_tot, n_el, q_tot))
print("eps %.0f, 1-1/eps %.6f, 2pi(eps+1)/(eps-1) %.6f" % (eps, screen, 2 * pi * (eps + 1) / (eps - 1)))
mu_a, w_a = leg.leggauss(6)
xr, wx = leg.leggauss(100)
span = 20.0
for R in (3.5, 3.0, 4.5):
    grads = np.array([gradient(R * v) for v in u_t])
    pots = np.array([potential(R * v) for v in u_t])
    c = sphere.solve(eps, R**2 * grads)  # Dstar acting on tau is scale invariant
    e_l = project @ np.sum(grads * u_t, axis=1)
    sig_l = e_l / (2 * pi * (eps + 1) / (eps - 1) + 2 * pi / (2 * np.arange(L) + 1))
    assert np.abs(c / R**2 - sig_l).max() < 1e-10
    r, wr = R + span * (xr + 1) / 2, wx * span / 2
    pts = (r[:, None, None] * np.array([unit(m) for m in mu_a])[None]).reshape(-1, 3)
    shell = 4 * pi * r**2 * (density(pts).reshape(-1, 6) @ w_a) / 2
    v0 = np.array([potential(p) for p in pts]).reshape(-1, 6) @ w_a / 2
    n_out = wr @ shell
    q_enc, q_sig = q_tot + n_out, 4 * pi * c[0]
    assert abs(q_sig + screen * q_enc) < 1e-8
    cf = (np.arange(100) + 0.5) * (leg.legvander(xr, 99).T @ (wx * shell))
    q_r = q_tot - leg.legval(xr, leg.legint(cf, lbnd=1)) * span / 2
    g_exact0 = -0.5 * screen * (wr @ (q_r**2 / r**2) + q_tot**2 / (R + span))
    v0_R = (project @ pots)[0]
    g_surf0, g_vol0 = 0.5 * q_sig * v0_R, 0.5 * screen * (wr @ (shell * v0))
    assert abs(g_surf0 + g_vol0 - g_exact0) < 1e-8
    assert g_exact0 < g_surf0
    g_dpcm = pi * np.sum(w_t * (vander @ c) * pots)
    born = -0.5 * screen * q_tot**2 / R
    print("R %.1f bohr: N_out %.6f, Q_in %.6f e, Q_sigma %.6f e" % (R, n_out, q_enc, q_sig))
    print("  G D-PCM %.6f, exact l=0 %.6f, Born %.6f hartree" % (g_dpcm, g_exact0, born))
    if R == 3.5:
        print("  -(1-1/eps) Q_in %.6f e, volume polarization charge %.6f e" % (-screen * q_enc, screen * n_out))
        print("  surface+volume %.6f e, -(1-1/eps) Q_total %.6f e" % (q_sig + screen * n_out, -screen * q_tot))
        print("  dV/dr coefficients: e_0 %.6e, e_2 %.6e, e_4 %.3e a.u." % (e_l[0], e_l[2], e_l[4]))
        print("  denominators l=0 %.6f, l=2 %.6f" % (e_l[0] / sig_l[0], e_l[2] / sig_l[2]))
        print("  sigma_0 %.6e, sigma_2 %.6e, sigma_4 %.3e e/bohr^2" % (sig_l[0], sig_l[2], sig_l[4]))
        print("  sigma pole %.6e, equator %.6e e/bohr^2" % (leg.legval(1.0, c) / R**2, leg.legval(0.0, c) / R**2))
        print("  cavity area %.4f bohr^2, V0(R) %.6f hartree/e" % (4 * pi * R**2, v0_R))
        print("  G D-PCM l=0 %.6f, l>0 %.3e, volume term l=0 %.6f hartree" % (g_surf0, g_dpcm - g_surf0, g_vol0))
        print("  G D-PCM %.4f eV, exact l=0 %.4f eV" % (g_dpcm * EV, g_exact0 * EV))
        print("  volume term / exact l=0: %.2f percent" % (100 * g_vol0 / g_exact0))
print("all assertions hold")
```

Running it gives:

```
sphere Dstar eigenvalues l=0,1,2: -6.283185 -2.094395 -1.256637
peanut r = 3(1+0.35P2+0.1P3): top 4.3500 waist 2.4750 bottom 3.7500 bohr
jump test mu=0.3, trial tau_l = 0.3 -0.2 0.5 0.1 e/sr: sigma 0.002972 e/bohr^2
  dV/dn in -0.090943, Dstar+2pi sigma -0.090943 a.u.
  dV/dn out -0.128288, Dstar-2pi sigma -0.128287 a.u.
Gauss integral / pi, point inside: -4.00000000
Gauss integral / pi, point on: -2.00000000
Gauss integral / pi, point outside: 0.00000000
peanut Dstar eigenvalues / 2pi: lowest -1.000000 next -0.591640 highest -0.011152
charges (e, z/bohr): inner [(1.0, 0.5), (-0.4, -1.5)] outer (0.7, 8.0), Q_in 0.60 e
eps 2: Q_sigma inner -0.30000000, +outer q -0.30000000, +outer q/eps -0.30000000 e
  tau at top: outer q 0.013834, outer q/eps -0.010403 e/sr; field ratio in/out at mu=0.6 2.0000
eps 80: Q_sigma inner -0.59250000, +outer q -0.59250000, +outer q/eps -0.59250000 e
  tau at top: outer q 0.078141, outer q/eps -0.043962 e/sr; field ratio in/out at mu=0.6 80.0000
spheroid a 4.5 b 3.0 bohr, charge 1 e at z 1.5 bohr
eps 2: Q_sigma -0.50000000 e, G D-PCM -0.08158067, G series -0.08158067 hartree
eps 80: Q_sigma -0.98750000 e, G D-PCM -0.16437294, G series -0.16437294 hartree
O- UHF/aug-cc-pVTZ: E -74.792218 hartree, electrons 9.000000, Q_total -1.000000 e
eps 80, 1-1/eps 0.987500, 2pi(eps+1)/(eps-1) 6.442253
R 3.5 bohr: N_out 0.212733, Q_in -0.787267 e, Q_sigma 0.777426 e
  G D-PCM -0.107782, exact l=0 -0.130966, Born -0.141071 hartree
  -(1-1/eps) Q_in 0.777426 e, volume polarization charge 0.210074 e
  surface+volume 0.987500 e, -(1-1/eps) Q_total 0.987500 e
  dV/dr coefficients: e_0 6.426671e-02, e_2 -1.712124e-02, e_4 2.722e-05 a.u.
  denominators l=0 12.725439, l=2 7.698890
  sigma_0 5.050255e-03, sigma_2 -2.223859e-03, sigma_4 3.813e-06 e/bohr^2
  sigma pole 2.830189e-03, equator 6.163621e-03 e/bohr^2
  cavity area 153.9380 bohr^2, V0(R) -0.274813 hartree/e
  G D-PCM l=0 -0.106823, l>0 -9.583e-04, volume term l=0 -0.024143 hartree
  G D-PCM -2.9329 eV, exact l=0 -3.5638 eV
  volume term / exact l=0: 18.43 percent
R 3.0 bohr: N_out 0.381064, Q_in -0.618936 e, Q_sigma 0.611199 e
  G D-PCM -0.095625, exact l=0 -0.142773, Born -0.164583 hartree
R 4.5 bohr: N_out 0.070596, Q_in -0.929404 e, Q_sigma 0.917786 e
  G D-PCM -0.101305, exact l=0 -0.107367, Born -0.109722 hartree
all assertions hold
```
